# The first perfect-transmission resonance above a rectangular barrier: a program that tests the result

```python
# Result under test: for a rectangular barrier (height V0, width L) between
# identical contacts, the lowest energy with perfect transmission is
#     E = V0 + eps1,   eps1 = pi^2 hbar^2 / (2 m L^2),
# about 0.094 eV above the top for L = 2 nm and the free-electron mass.
# Symbols: E energy from the contact band floor (eV), k and q wave numbers in
# contact and barrier (1/nm), T transmission probability, x position (nm),
# C = hbar^2/(2m) in eV nm^2.
# Independent road: direct integration of the Schroedinger equation.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import digamma

C = const.hbar**2 / (2 * const.m_e) / const.e * 1e18
COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e9   # eV nm
RYDBERG = const.value("Rydberg constant times hc in eV")
BOHR = const.value("Bohr radius") * 1e9                    # nm

L = 2.0                 # barrier width, nm
work_function = 3.0     # rough value for gadolinium, eV
band_depth = 3.0        # rough filled band depth, eV
V0 = work_function + band_depth


def numeric_T(E, potential, width=L, right_floor=0.0, max_step=np.inf):
    """Integrate back from a purely outgoing wave; return T."""
    k_left = np.sqrt(E / C)
    k_right = np.sqrt((E - right_floor) / C)

    def slope(x, y):
        return [y[1], (potential(x) - E) / C * y[0]]

    sol = solve_ivp(slope, (width, 0.0), [1.0 + 0j, 1j * k_right],
                    method="DOP853", rtol=1e-10, atol=1e-12,
                    max_step=max_step)
    assert sol.success
    psi, dpsi = sol.y[:, -1]
    incoming = 0.5 * (psi + dpsi / (1j * k_left))
    return k_right / (k_left * abs(incoming)**2)


def flat(height):
    return lambda x: height


def formula_T(E, height, width):
    """Closed form on either side of the barrier top."""
    if E > height:
        s2 = np.sin(np.sqrt((E - height) / C) * width)**2
    else:
        s2 = np.sinh(np.sqrt((height - E) / C) * width)**2
    return 1 / (1 + height**2 * s2 / (4 * E * abs(E - height)))


def find_peak(potential, reference, low, high, right_floor=0.0):
    """Height above the reference energy and T of a transmission maximum."""
    res = minimize_scalar(
        lambda e: -numeric_T(reference + e, potential,
                             right_floor=right_floor),
        bounds=(low, high), method="bounded", options={"xatol": 1e-8})
    return res.x, -res.fun


eps1 = C * (np.pi / L)**2

# Closed form against integration, below and above the top
for E in (0.5, 3.0, 5.5, 5.95, 6.03, 6.2, 6.7, 9.0):
    assert np.isclose(numeric_T(E, flat(V0)), formula_T(E, V0, L), rtol=1e-6)

# Transmission exactly at the top
T_top = numeric_T(V0, flat(V0))
assert np.isclose(T_top, 1 / (1 + V0 * L**2 / (4 * C)), rtol=1e-6)

# Peak located without the resonance formula, for two barrier heights
peak, T_peak = find_peak(flat(V0), V0, 0.02, 0.17)
other_height = 2.0
peak_other, T_peak_other = find_peak(flat(other_height), other_height,
                                     0.02, 0.17)
for position, value in ((peak, T_peak), (peak_other, T_peak_other)):
    assert abs(position - eps1) < 1e-5
    assert abs(value - 1) < 1e-6
assert abs(eps1 - 0.094) < 0.0005

# No earlier perfect transmission
scan = np.concatenate([np.linspace(0.05, V0, 50),
                       V0 + np.linspace(0.02, 0.9, 25) * eps1])
T_scan_max = max(numeric_T(E, flat(V0)) for E in scan)
assert T_scan_max < 0.9

# Rydberg form of the result
eps1_ry = (np.pi / (L / BOHR))**2
assert np.isclose(eps1_ry * RYDBERG, peak, rtol=2e-4)


# Explicit sum of multiply reflected waves
def reflected_sum(E, terms=400):
    k, q = np.sqrt(E / C), np.sqrt((E - V0) / C)
    r = (k - q) / (k + q)
    through = 4 * k * q / (k + q)**2
    phase = np.exp(2j * q * L)
    inner = sum(-through * r * phase * (r * r * phase)**n
                for n in range(terms))
    return r, inner


r_front, r_inner = reflected_sum(V0 + eps1)
assert abs(r_front + r_inner) < 1e-9
for E in (6.05, 6.2, 6.6):
    total = sum(reflected_sum(E))
    assert abs(abs(total)**2 + numeric_T(E, flat(V0)) - 1) < 1e-6

# Unequal contacts: right band floor raised
raised_floor = 3.0
E_res = V0 + eps1
k1, k3 = np.sqrt(E_res / C), np.sqrt((E_res - raised_floor) / C)
T_unequal = numeric_T(E_res, flat(V0), right_floor=raised_floor)
assert np.isclose(T_unequal, 4 * k1 * k3 / (k1 + k3)**2, rtol=1e-6)
assert T_unequal < 0.99


# Half-maximum energies from integration, then their closed condition
def half_maxima(height):
    f = lambda e: numeric_T(height + e, flat(height)) - 0.5
    return brentq(f, 1e-4, eps1), brentq(f, eps1, 2.0 * eps1)


half_low, half_high = half_maxima(V0)
for e in (half_low, half_high):
    assert abs(np.sin(np.sqrt(e / C) * L)**2
               - 4 * (V0 + e) * e / V0**2) < 1e-6
other_low, other_high = half_maxima(other_height)
assert other_high - other_low > half_high - half_low


# Image force between two parallel metal faces
def image_energy(x):
    x = min(max(x, 1e-6), L - 1e-6)
    a = x / L
    series = -0.5 * (digamma(1 + a) + digamma(1 - a)) - np.euler_gamma
    return -COULOMB * (1 / (4 * x) + series / (2 * L))


n = np.arange(1, 200001, dtype=float)
for x in (0.3 * L, 0.5 * L, 0.8 * L):
    explicit = -COULOMB * (1 / (4 * x) + 0.5 * np.sum(
        n * L / ((n * L)**2 - x**2) - 1 / (n * L)))
    assert np.isclose(explicit, image_energy(x), rtol=1e-8)
lowering = -image_energy(L / 2)
assert np.isclose(lowering, COULOMB * np.log(2) / L, rtol=1e-10)


def rounded(x):
    return max(0.0, V0 + image_energy(x))


rounded_top = V0 - lowering
T_image_same_E = numeric_T(E_res, rounded, max_step=0.02)

# Small bias: tilted barrier and lowered right contact
bias = 0.02
bias_peak, T_bias = find_peak(lambda x: V0 - bias * x / L, V0,
                              0.02, 0.15, right_floor=-bias)
assert bias_peak < peak

# Width error and thermal occupation
width_error = 0.1
eps1_wide = C * (np.pi / (L + width_error))**2
temperature = 300.0
kT = const.k * temperature / const.e
log10_boltzmann = -(work_function + eps1) / kT / np.log(10)

print(f"hbar^2/(2m) = {C:.6f} eV nm^2")
print(f"barrier width L = {L:.1f} nm")
print(f"work function (rough) = {work_function:.1f} eV")
print(f"filled band depth (rough) = {band_depth:.1f} eV")
print(f"barrier height V0 = {V0:.1f} eV")
print(f"q at resonance = {np.pi / L:.4f} 1/nm")
print(f"k at resonance = {k1:.4f} 1/nm")
print(f"eps1 from formula = {eps1:.5f} eV")
print(f"eps1 in rydbergs = {eps1_ry:.6f} Ry")
print(f"peak above top, integration = {peak:.5f} eV")
print(f"T at that peak = {T_peak:.6f}")
print(f"second test height = {other_height:.1f} eV")
print(f"its peak above top = {peak_other:.5f} eV")
print(f"resonance energy E = {E_res:.4f} eV")
print(f"T at barrier top = {T_top:.5f}")
print(f"largest T in scan up to 0.9 eps1 = {T_scan_max:.4f}")
print(f"front reflection amplitude = {r_front:.4f}")
print(f"sum of inner returns = {r_inner.real:.4f}")
print(f"half maximum below peak = {half_low:.4f} eV above top")
print(f"half maximum above peak = {half_high:.4f} eV above top")
print(f"full width, V0 = 6 eV: {half_high - half_low:.4f} eV")
print(f"full width, V0 = 2 eV: {other_high - other_low:.4f} eV")
print(f"right floor raised by {raised_floor:.1f} eV: T = {T_unequal:.4f}")
print(f"image lowering at mid-gap = {lowering:.4f} eV")
print(f"image lowering / eps1 = {lowering / eps1:.2f}")
print(f"top of rounded barrier = {rounded_top:.4f} eV")
print(f"rounded barrier, T at E_res = {T_image_same_E:.4f}")
print("height above own top (eV), T rectangular, T rounded:")
for factor in (0.0, 0.25, 1.0, 2.25, 4.0):
    e = factor * eps1
    T_rect = numeric_T(V0 + e, flat(V0))
    T_round = numeric_T(rounded_top + e, rounded, max_step=0.02)
    print(f"  {e:.4f}  {T_rect:.4f}  {T_round:.4f}")
print(f"bias = {bias:.2f} V")
print(f"field in gap = {bias / L * 10:.2f} MV/cm")
print(f"biased peak above V0 = {bias_peak:.4f} eV")
print(f"T at biased peak = {T_bias:.6f}")
print(f"eps1 for L = {L + width_error:.1f} nm: {eps1_wide:.4f} eV")
print(f"temperature = {temperature:.0f} K")
print(f"thermal energy kT = {kT:.5f} eV")
print(f"log10 of Boltzmann factor = {log10_boltzmann:.1f}")
print("success")
```

It prints:

```
hbar^2/(2m) = 0.038100 eV nm^2
barrier width L = 2.0 nm
work function (rough) = 3.0 eV
filled band depth (rough) = 3.0 eV
barrier height V0 = 6.0 eV
q at resonance = 1.5708 1/nm
k at resonance = 12.6471 1/nm
eps1 from formula = 0.09401 eV
eps1 in rydbergs = 0.006909 Ry
peak above top, integration = 0.09401 eV
T at that peak = 1.000000
second test height = 2.0 eV
its peak above top = 0.09401 eV
resonance energy E = 6.0940 eV
T at barrier top = 0.00631
largest T in scan up to 0.9 eps1 = 0.6894
front reflection amplitude = 0.7790
sum of inner returns = -0.7790
half maximum below peak = 0.0805 eV above top
half maximum above peak = 0.1114 eV above top
full width, V0 = 6 eV: 0.0310 eV
full width, V0 = 2 eV: 0.0583 eV
right floor raised by 3.0 eV: T = 0.9718
image lowering at mid-gap = 0.4991 eV
image lowering / eps1 = 5.31
top of rounded barrier = 5.5009 eV
rounded barrier, T at E_res = 0.9597
height above own top (eV), T rectangular, T rounded:
  0.0000  0.0063  0.6563
  0.0235  0.0155  0.8027
  0.0940  1.0000  0.9786
  0.2115  0.1274  0.9816
  0.3760  1.0000  0.9117
bias = 0.02 V
field in gap = 0.10 MV/cm
biased peak above V0 = 0.0840 eV
T at biased peak = 0.997263
eps1 for L = 2.1 nm: 0.0853 eV
temperature = 300 K
thermal energy kT = 0.02585 eV
log10 of Boltzmann factor = -52.0
success
```
